# Escape of Electron-Hole Pairs in Irradiated Silica at Zero Field

## Problem

Ionizing radiation creates electron-hole pairs in the silica of a metal-oxide-semiconductor device. An electron that escapes its own hole can leave the film, and the hole left behind may later be trapped and shift the device's threshold voltage. The fraction of pairs that escape this first recombination therefore limits the charge available for trapping.

Consider one such pair at 300 K. The electron has lost its excess energy and lies 7.0 nm from the hole. The static relative permittivity is 3.9 and no field is applied.

1. At what separation does the Coulomb attraction equal the thermal energy in magnitude?
2. What is the probability that the pair escapes recombination?
3. How small must the oxide field be for the zero-field answer to apply?

The model contains one isolated pair in a uniform, unbounded medium. Both carriers diffuse classically, with friction so strong that inertia is negligible, and they recombine on contact. Escape means that their separation grows without limit. The initial distance is an input of the model, not something it predicts.

## First estimate by scaling

The interaction energy at separation $r$ is

$$U(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}.$$

Setting $|U|=kT$ defines the Onsager radius,

$$r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r kT},\qquad \frac{U(r)}{kT}=-\frac{r_c}{r}.$$

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm and $kT=0.02585$ eV,

$$r_c=\frac{1.440}{3.9\times0.02585}\ \text{nm}=14.28\ \text{nm}.$$

This answers the first question. The pair starts at about half this distance, so most pairs should recombine. Two rough arguments try to say how many.

**A sharp capture sphere.** Suppose that every electron reaching $r=r_c$ is lost, and that outside this sphere it diffuses without attraction. The escape probability then obeys Laplace's equation (derived below as the force-free case). Its radial solution, zero at $r_c$ and one at infinity, is

$$P_{\rm sphere}=1-\frac{r_c}{r_0}\qquad(r_0>r_c).$$

For $r_0<r_c$ this picture gives no escape at all.

**An energy barrier.** To separate from $r_0$ to infinity, the pair must gain the energy $|U(r_0)|=(r_c/r_0)kT=2.04\,kT$ from the medium. A Boltzmann factor suggests

$$P\sim e^{-2.04}\approx0.13,$$

but scaling cannot supply the number multiplying the exponential. It might depend on $r_0$, on the size of the recombination region or on the mobilities. The two estimates disagree, so the diffusion problem has to be solved.

## Exact solution of the diffusion model

### The equation for the escape probability

Let $\mathbf r$ be the electron position minus the hole position, and $\mathbf F$ the force on the electron. The hole feels $-\mathbf F$, both for the mutual attraction and for a uniform applied field. By the Einstein relation, a carrier with diffusion constant $D_i$ drifts at $D_i/kT$ times the force on it. The relative drift velocity is therefore

$$\frac{D_e}{kT}\mathbf F-\frac{D_h}{kT}(-\mathbf F)=\frac{D}{kT}\mathbf F,\qquad D=D_e+D_h.$$

The independent random displacements have variances that add, so the relative diffusion constant is the same $D$. In a short time $\Delta t$, the relative displacement $\mathbf s$ has

$$\langle s_i\rangle=\frac{DF_i}{kT}\Delta t,\qquad \langle s_is_j\rangle=2D\delta_{ij}\Delta t$$

to first order in $\Delta t$.

Let $P(\mathbf r)$ be the probability of eventual escape from $\mathbf r$. After the first displacement the pair starts afresh from its new separation, so $P(\mathbf r)=\langle P(\mathbf r+\mathbf s)\rangle$. Expanding the right side to second order in $\mathbf s$ and averaging gives

$$P=P+\frac{D\Delta t}{kT}\mathbf F\cdot\nabla P+D\Delta t\,\nabla^2P.$$

Subtracting $P$ and dividing by $D\Delta t$,

$$\nabla^2P+\frac{\mathbf F}{kT}\cdot\nabla P=0. \tag{1}$$

The diffusion constant has cancelled. Faster carriers settle their fate sooner, but at a given temperature the odds are unchanged.

### Zero applied field

The attraction points inward: $\mathbf F/kT=-(r_c/r^2)\hat{\mathbf r}$. Since $P$ depends on $r$ alone, $\nabla^2P=P''+2P'/r$, and equation (1) becomes

$$P''+\left(\frac2r-\frac{r_c}{r^2}\right)P'=0.$$

Dividing by $P'$ and integrating gives $\ln P'=-2\ln r-r_c/r+\text{constant}$, or

$$P'=C\,\frac{e^{-r_c/r}}{r^2}.$$

Because $d(e^{-r_c/r})/dr=(r_c/r^2)e^{-r_c/r}$, a second integration gives

$$P=K+\frac{C}{r_c}e^{-r_c/r}.$$

Let recombination occur at a small radius $a$, where $P=0$, and count the pair as escaped at a large radius $R$, where $P=1$. The first condition gives $K=-(C/r_c)e^{-r_c/a}$. The second then fixes $C/r_c=1/(e^{-r_c/R}-e^{-r_c/a})$. Hence

$$P=\frac{e^{-r_c/r_0}-e^{-r_c/a}}{e^{-r_c/R}-e^{-r_c/a}}. \tag{2}$$

For contact recombination, $a\to0$ and $e^{-r_c/a}\to0$. For complete escape, $R\to\infty$ and $e^{-r_c/R}\to1$. Therefore

$$\boxed{P=e^{-r_c/r_0}} \tag{3}$$

and, for the given pair,

$$P=e^{-14.28/7.0}=e^{-2.040}=0.130.$$

About 13 percent of such pairs escape and 87 percent recombine.

Equation (2) was tested by a separate calculation of particle flow. Electrons were supplied steadily at $r_0$ and removed at an inner radius $r_0e^{-2}$ and an outer radius $R$. The fraction leaving through the outer sphere was 17.133 percent for $R=51.7$ nm and 13.023 percent for $R=7676$ nm. Equation (2) gives the same values to the digits shown.

### A uniform field

Let the applied force on the electron have magnitude $eE$ and direction $\hat{\mathbf z}$. Define $f=eE/kT$ and let $\theta$ be the angle between $\mathbf r$ and $\hat{\mathbf z}$. Introduce

$$A=\frac{r_c}{r},\qquad B=\frac{fr}{2}(1+\cos\theta).$$

Take two independent Poisson-distributed integers $N_A$ and $N_B$ with means $A$ and $B$. The solution is

$$P=\mathrm{Prob}(N_B\ge N_A). \tag{4}$$

The integers are a device for writing the solution and do not count physical events. To verify (4), let $Q_k=\mathrm{Prob}(N_B-N_A=k)$, so that $P=\sum_{k\ge0}Q_k$. For a Poisson distribution $p_n=e^{-\mu}\mu^n/n!$, one has $dp_n/d\mu=p_{n-1}-p_n$. Consequently

$$\partial_BQ_k=Q_{k-1}-Q_k,\qquad \partial_AQ_k=Q_{k+1}-Q_k.$$

Summing over $k\ge0$ gives $P_B=Q_{-1}$ and $P_A=-Q_0$, where subscripts on $P$ denote derivatives. Differentiating again,

$$P_{AA}=Q_0-Q_1,\quad P_{AB}=Q_0-Q_{-1},\quad P_{BB}=Q_{-2}-Q_{-1}.$$

The Poisson property $np_n=\mu p_{n-1}$, applied to $N_B-N_A$ when this difference equals $k$, gives

$$kQ_k=BQ_{k-1}-AQ_{k+1}. \tag{5}$$

The spatial derivatives follow from $B=f(r+z)/2$ and $\nabla^2r=2/r$. They are $\nabla^2A=0$, $\nabla^2B=f/r$ and

$$|\nabla A|^2=\frac{A^2}{r^2},\quad \nabla A\cdot\nabla B=-\frac{AB}{r^2},\quad |\nabla B|^2=\frac{fB}{r}.$$

With $\mathbf u=\mathbf F/kT=\nabla A+f\hat{\mathbf z}$ and $f\cos\theta=2B/r-f$,

$$\mathbf u\cdot\nabla A=\frac{A^2-2AB}{r^2}+\frac{fA}{r},\qquad \mathbf u\cdot\nabla B=-\frac{AB}{r^2}+\frac{fB}{r}.$$

Insert these in (1) using the chain rule. The terms proportional to $1/r^2$ are

$$A^2(P_{AA}+P_A)-2AB(P_{AB}+P_A)-ABP_B$$
$$=-A^2Q_1+2ABQ_{-1}-ABQ_{-1}=-A(AQ_1-BQ_{-1})=0,$$

by (5) with $k=0$. The terms proportional to $f/r$ are

$$BP_{BB}+AP_A+(1+B)P_B=BQ_{-2}-AQ_0+Q_{-1}=0,$$

by (5) with $k=-1$. Thus (4) satisfies the equation. As $r\to0$, $A\to\infty$ and $B\to0$, so $P\to0$. As $r\to\infty$, $A\to0$, so $N_A$ is almost surely zero and $P\to1$. The difference of two solutions with these limits vanishes at both ends. Equation (1) allows it no interior maximum or minimum unless it is constant, so the solution is unique.

If initial directions are isotropic, $\cos\theta$ is uniform between $-1$ and $1$, and $B$ is uniform between 0 and $fr_0$. Two limits of the averaged yield follow.

**Weak field.** At $B=0$, $P=e^{-A}$ and $P_B=\mathrm{Prob}(N_A=1)=Ae^{-A}$. The mean of $B$ is $fr_0/2$, and $Afr_0/2=fr_c/2$. To first order in the field,

$$\bar P(E)\simeq e^{-r_c/r_0}\left(1+\frac{er_cE}{2kT}\right). \tag{6}$$

**Strong field.** The lost fraction is the average of $\mathrm{Prob}(N_B<N_A)$ over $B$. For a fixed integer $n$, $\int_0^\infty\mathrm{Prob}(N_B<n)\,dB=n$, because each of the $n$ terms $e^{-B}B^j/j!$ integrates to one. Averaging over $N_A$ gives $r_c/r_0$. When $fr_0$ is large enough for the integral to have converged,

$$\bar P(E)\simeq1-\frac{r_c}{fr_0^2}=1-\frac{E_0}{E},\qquad E_0=\frac{kT\,r_c}{e\,r_0^2}. \tag{7}$$

Here $E_0$ is the Coulomb field at the initial separation, 0.075 MV/cm. Temperature has dropped out, since $kT\,r_c$ does not depend on it at fixed permittivity.

The third question is answered by (6): the field must be far below

$$\frac{2kT}{er_c}=0.036\ \text{MV/cm}.$$

A relative rise of 10 percent in the direction-averaged yield needs about 0.0036 MV/cm. For a single pair the direction matters: to first order the rise is twice as large if the electron starts on the side toward which the field pushes it ($\theta=0$), and zero on the opposite side. The averaged solution (4) gives:

| Field (MV/cm) | Escape (percent) |
|---|---|
| 0 | 13.0 |
| 0.01 | 16.6 |
| 0.05 | 30.4 |
| 0.10 | 45.0 |
| 1.00 | 92.5 |

At 0.05 MV/cm, a direct grid solution of (1) also gave 30.4 percent. The strong-field formula gives 92.5 percent at 1 MV/cm.

The weak-field formula gives 31.0 percent at 0.05 MV/cm, although this field exceeds the scale $2kT/(er_c)$. That agreement is an accident of the chosen distance. At $B=0$, $P_{BB}=e^{-A}(A^2/2-A)$, and the mean of $B^2$ is $(fr_0)^2/3$, so the next term in (6) is $e^{-A}A(A-2)(fr_0)^2/12$. It nearly vanishes here because $A=r_c/r_0=2.04$. For other distances the linear formula should not be trusted at such a field.

## Comparison of the estimates with the solution

The barrier estimate has the correct exponential, and the solution shows that its prefactor is one in this model. The reason is visible in (2): the recombination radius enters through $e^{-r_c/a}$, which is negligible beside $e^{-r_c/r_0}$ when $a$ is much smaller than both $r_c$ and $r_0$. An electron that has come so deep into the attraction has almost no chance of returning, so the exact place where it recombines hardly matters.

The capture sphere fails for the given pair, because it predicts zero instead of 13 percent. It also fails at its own edge: a pair starting at $r_0=r_c$ escapes with probability $e^{-1}$, or 36.8 percent. Far away, however, (3) becomes

$$P=1-\frac{r_c}{r_0}+\frac12\left(\frac{r_c}{r_0}\right)^2-\cdots,$$

whose first two terms are the sphere's result. A distant electron is thus captured as if by a neutral absorbing sphere of radius $r_c$, although no such boundary exists. The Onsager radius measures the range of the attraction; it does not divide lost pairs from saved ones.

In the opposite limit, $r_0\ll r_c$, the escape probability is exponentially small and sensitive to the starting distance. Differentiating $\ln P=-r_c/r_0$ gives

$$\frac{dP}{P}=\frac{r_c}{r_0}\frac{dr_0}{r_0}.$$

For the given pair, a 1 percent increase in $r_0$ raises $P$ by about 2 percent of its value. Starting distances of 5 and 10 nm give 5.7 and 24.0 percent. Since $P$ depends only on $r_c/r_0$, a 1 percent decrease in $r_c$ has the same effect. What limits the answer is therefore not the arithmetic of $r_c$ but the poorly known inputs: the initial distance and, as discussed below, the permittivity that applies.

## What changes in a real oxide

Take a thermal oxide 100 nm thick. The permittivity of 3.9 is typical, and 7 nm is a plausible rough distance for an electron to lose its excess energy. The assumption of zero oxide field is easily broken. A potential difference of 0.50 V across this film, such as unequal work functions can cause, produces a field of 0.05 MV/cm. In the unbounded model, such a field raises the yield from 13.0 to 30.4 percent. Zero gate voltage is therefore not sufficient for the zero-field result. At an operating field of 1 MV/cm the model gives 92.5 percent, which is only indicative: with the rough transport values below, an electron can gain $3.6\,kT$ per mean free path, so the Einstein relation at the lattice temperature is unreliable. Both fields are well below a rough breakdown field of 10 MV/cm.

The other corrections can be sized one at a time, with the remaining inputs held fixed.

**Electrodes and initial distances.** If reaching a sphere of radius 50 nm counts as escape, the yield is 17.3 percent. This roughly represents a hole near the middle of the film, but somewhat overstates its yield, because the sphere lies inside the film and is reached before either electrode. Without image forces, a pair near an electrode has a shorter way out, so the average over all depths is higher. Image forces would change these values further. Replacing the single distance by a three-dimensional Gaussian cloud with root-mean-square radius 7.0 nm gives 11.6 percent.

**Temperature.** With $r_0$ and $\varepsilon_r$ fixed, $r_c\propto1/T$. The yield is 6.0 percent at 218 K and 21.5 percent at 398 K. A change of the initial distance with temperature could strengthen or oppose this trend.

**Screening.** The static permittivity assumes that the lattice has time to respond. For an immobile hole, pure Coulomb drift obeys $dr/dt=-Dr_c/r^2$ and takes $r_0^3/(3Dr_c)$ to reach contact. With a rough electron mobility of 20 cm²/Vs this is 155 fs, about two periods of a 0.06 eV lattice vibration (69 fs each). Static screening is thus an approximation. Electronic screening alone, with a rough optical permittivity of 2.1, would give $r_c=26.5$ nm and a yield of 2.3 percent. That limit removes the lattice response altogether and so exaggerates the correction.

**Diffusion at short range.** For a rough effective mass $m$ of half the electron mass, take the thermal speed $v=\sqrt{3kT/m}$ and the collision time $\mu m/e$, where $\mu$ is the mobility. The mean free path is then $\ell=0.94$ nm. The Coulomb energy gained over $\ell$ is about $kT\,r_c\ell/r^2$, which reaches $kT$ at $r=\sqrt{r_c\ell}=3.7$ nm. Inside this radius the electron need not remain thermal. If every electron entering it were lost, (2) with $a=3.7$ nm and $R\to\infty$ would give about 11 percent. The reduced wavelength $\hbar/(mv)=1.4$ nm exceeds the mean free path, so the classical picture is itself marginal. Electrons that enter the core may also leave it again. The figure therefore shows only what complete loss would do, and fixes neither the size nor the sign of the true correction.

**Neighbouring pairs.** Assume roughly 17 eV deposited per pair. A fast electron losing 0.35 eV/nm creates pairs 49 nm apart on average, more than three times $r_c$. The gaps vary, however. If pairs form independently along a straight track, the chance that a given pair has another within $r_c$ on either side is $1-e^{-2r_c/(49\ \mathrm{nm})}$, or about 44 percent. Isolation is therefore only a first approximation even here, and it fails wherever pairs form in clusters. An alpha particle losing roughly 130 eV/nm gives a spacing of 0.13 nm. Each electron then interacts with many holes, and (3) does not apply.

The value of 13 percent is therefore the initial escape yield of isolated pairs in the unbounded diffusion model, for the stated distance, screening and negligible field. It is not the fraction of holes finally trapped, which also depends on hole transport and on the traps. The values used here are listed in the numerical output.

## Computed values

```
Temperature: 300 K
Static relative permittivity: 3.9
Thermal energy kT: 0.02585 eV
Onsager radius: 14.28 nm
Initial separation: 7.0 nm
Ratio r_c/r0: 2.040
Zero-field escape: 13.00 percent
Recombined fraction: 87.00 percent
Escape from r0 = r_c: 36.8 percent
Escape from 5 nm: 5.75 percent
Escape from 10 nm: 23.97 percent
Flux test, outer sphere 51.7 nm: 17.133 percent
Formula, same sphere: 17.133 percent
Flux test, outer sphere 7676 nm: 13.023 percent
Formula, same sphere: 13.023 percent
Field scale 2kT/(e r_c): 0.0362 MV/cm
Field for 10 percent relative rise, linear: 0.00362 MV/cm
Escape at 0.01 MV/cm: 16.6 percent
Escape at 0.05 MV/cm: 30.4 percent
Escape at 0.10 MV/cm: 45.0 percent
Escape at 1.00 MV/cm: 92.5 percent
Grid solution at 0.05 MV/cm: 30.4 percent
Voltage for 0.05 MV/cm across 100 nm: 0.50 V
Escape to a 50 nm sphere: 17.3 percent
Escape, Gaussian cloud of rms 7.0 nm: 11.6 percent
Escape at 218 K: 6.0 percent
Escape at 398 K: 21.5 percent
Optical relative permittivity (rough): 2.1
Onsager radius, optical screening: 26.5 nm
Escape, optical screening: 2.3 percent
Coulomb drift time from r0: 155 fs
Phonon period at 0.06 eV: 69 fs
Electron mobility (rough): 20 cm2/Vs
Effective mass (rough): 0.5 electron masses
Electron mean free path: 0.94 nm
Reduced electron wavelength: 1.40 nm
Hot-core radius: 3.66 nm
Escape with absorbing hot core: 11.2 percent
Energy gain per free path at 1 MV/cm: 3.6 kT
Coulomb field at r0: 0.075 MV/cm
Breakdown field (rough): 10 MV/cm
Energy per pair (rough): 17 eV
Energy loss, fast electron (rough): 0.35 eV/nm
Energy loss, alpha (rough): 130 eV/nm
Pair spacing, fast electron: 49 nm
Pair spacing, alpha: 0.13 nm
```
